# Sidewall Redeposition and Escape from a Cosine-Emitting Trench

Ions that strike the floor of a narrow trench knock out atoms. Some leave through the mouth, while others land on the sidewalls and may stay there. This problem finds the flux that coats the walls and the effect of wall sticking on the fraction that escapes.

The trench has width $w$, depth $H$ and aspect ratio $a=H/w$. It occupies $0<x<w$ and $0<z<H$, with the floor at $z=0$, and is infinitely long in $y$. The model assumes the following.

- The floor emits a uniform flux $\Gamma_0$, in atoms per area and time. The flux per solid angle is $\Gamma_0\cos\theta/\pi$, with $\theta$ measured from the normal. Since $\int\cos\theta\,d\Omega=\pi$ over the outward hemisphere, the total is $\Gamma_0$.
- Atoms fly straight, without gas collisions.
- A wall keeps an arriving atom with probability $s$. Otherwise it re-emits the atom at once, from the same point, by the cosine law.
- An atom that returns to the floor stays there. One that crosses the mouth has escaped.

The last rule matters: the escape probability is undefined until the fate of returning atoms is fixed. The algebra is geometric, contains no physical constants, and holds as written in atomic units.

## (a) What flux reaches a wall directly from the floor?

**Solution.** Take the wall point $(0,0,z)$ and a floor element at $(x,y,0)$, a distance $R=\sqrt{x^2+y^2+z^2}$ apart. The ray makes an angle with the floor normal whose cosine is $z/R$, and with the wall normal one whose cosine is $x/R$. The first cosine comes from the emission law, the second from the projected area of the receiver. With the factor $1/R^2$ for spreading, the wall flux is $\Gamma_0 g(z)$, where

$$g(z)=\int_0^w dx\int_{-\infty}^{\infty}dy\,\frac{xz}{\pi(x^2+y^2+z^2)^2}.$$

Put $b^2=x^2+z^2$ and $y=b\tan\alpha$. Then $dy=b\sec^2\alpha\,d\alpha$ and $(y^2+b^2)^2=b^4\sec^4\alpha$, so

$$\int_{-\infty}^{\infty}\frac{dy}{(y^2+b^2)^2}=\frac1{b^3}\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha=\frac{\pi}{2b^3}.$$

The remaining integral is elementary:

$$g(z)=\frac z2\int_0^w\frac{x\,dx}{(x^2+z^2)^{3/2}}
=\frac z2\left[\frac{-1}{\sqrt{x^2+z^2}}\right]_0^w
=\frac12\left(1-\frac{z}{\sqrt{z^2+w^2}}\right).$$

As $z\to0^+$ the flux tends to $\Gamma_0/2$: a wall point at the foot sees floor over half of its field of view, weighted by the cosine law. For $z\gg w$, $z/\sqrt{z^2+w^2}\approx1-w^2/(2z^2)$, so $g\approx w^2/(4z^2)$. The direct deposit is therefore concentrated within a few widths of the floor.

## (b) What fraction escapes without touching a wall?

**Solution.** Per unit length of trench, the floor emits $w\Gamma_0$ and the two walls receive $2\Gamma_0\int_0^H g\,dz$. The fraction that hits a wall first is

$$\frac2w\int_0^H g\,dz=\frac1w\left[z-\sqrt{z^2+w^2}\right]_0^H
=1+a-\sqrt{1+a^2}.$$

An emitted atom meets either a wall or the mouth, so the line-of-sight escape probability is

$$P_1=\sqrt{1+a^2}-a.$$

It tends to $1-a$ for a shallow trench and to $1/(2a)$ for a deep one. When $s=1$ there is no re-emission, and $P_1$ is the total escape probability.

## (c) How do wall bounces enter the flux and the escape?

**Solution.** First find the exchange between walls. For points on opposite walls at heights $z$ and $z'$, both cosines equal $w/R$, with $R^2=w^2+y^2+(z-z')^2$. The $y$ integral of part (a) gives

$$K(z,z')=\int_{-\infty}^{\infty}\frac{w^2\,dy}{\pi R^4}
=\frac{w^2}{2[w^2+(z-z')^2]^{3/2}}.$$

A flat wall does not illuminate itself. By mirror symmetry both walls receive the same total incident flux, $\Gamma_0\varphi(z)$. Each element re-emits a part $r=1-s$ of what arrives, so

$$\varphi(z)=g(z)+r\int_0^H K(z,z')\varphi(z')\,dz'. \tag{1}$$

The redeposition flux, meaning the atoms that stay, is $s\Gamma_0\varphi(z)$.

The factor joining two surface elements, the product of cosines over $\pi R^2$, is unchanged when emitter and receiver are exchanged. Hence $g(z)$ is also the probability that an atom emitted from the wall at $z$ flies straight to the floor. Turning the trench upside down shows that it flies straight to the mouth with probability $g(H-z)$. Adding these escapes to $P_1$, with two walls and division by the emitted $w\Gamma_0$, gives

$$P=P_1+\frac{2r}{w}\int_0^H g(H-z)\varphi(z)\,dz. \tag{2}$$

The three destinations of a wall-emitted atom must exhaust all possibilities. Indeed,

$$\int_0^H K\,dz'=\frac12\left[\frac{H-z}{\sqrt{(H-z)^2+w^2}}+\frac{z}{\sqrt{z^2+w^2}}\right]
=1-g(z)-g(H-z). \tag{3}$$

This is below one at every height of a finite trench, with its largest value at mid-height. The bounce series $\varphi=g+rKg+r^2K^2g+\dots$ therefore converges, even at $s=0$.

Integrate (1) over $z$, and use (3) and the symmetry of $K$:

$$\int\varphi\,dz=\int g\,dz+r\int[1-g(z)-g(H-z)]\varphi\,dz.$$

Move the $\varphi$ terms to the left, use $1-r=s$, and multiply by $2/w$:

$$\underbrace{\frac{2s}{w}\int\varphi\,dz}_{S}
+\underbrace{\frac{2r}{w}\int g\varphi\,dz}_{B}
+(P-P_1)=1-P_1.$$

Thus $P+S+B=1$, where $S$ is the fraction kept by the walls and $B$ the fraction returned to the floor.

## (d) How does the escape probability respond to sticking?

**Solution.** Write $\langle f,h\rangle=\int_0^H fh\,dz$, let $J$ denote the reflection $(Jf)(z)=f(H-z)$, and let $M=(1-rK)^{-1}$. Then $\varphi=Mg$ and (2) reads $P=P_1+(2r/w)\langle Jg,Mg\rangle$.

Differentiating $M(1-rK)=1$ gives $dM/dr=MKM$. Since $M$ commutes with $K$,

$$\frac{d(rM)}{dr}=M+rKM^2=(1-rK)M^2+rKM^2=M^2.$$

The kernel is symmetric, so one factor $M$ can be moved to the left side of the product. The kernel depends on $|z-z'|$, so it commutes with $J$, and $MJg=JMg=J\varphi$. Therefore $dP/dr=(2/w)\langle J\varphi,\varphi\rangle$. With $dr=-ds$,

$$\frac{dP}{ds}=-\frac2w\int_0^H\varphi(z)\,\varphi(H-z)\,dz. \tag{4}$$

Both factors have a direct meaning. The first counts arrivals at height $z$. The second, $e=MJg$, satisfies $e=Jg+rKe$: it is the probability that an atom released from the wall at $z$ eventually escapes. An increase in sticking removes arrivals, each of which costs its remaining chance of escape.

The integrand is positive, so escape falls as sticking rises. The bounce series also gives

$$P=P_1+\frac2w\sum_{n=1}^{\infty}r^n\langle Jg,K^{n-1}g\rangle,$$

with positive coefficients, so $P$ is convex in $r$ and hence in $s$. Reducing sticking by a given amount gains more when $s$ is already small. For $0<s<1$ the curve lies above its tangent at $s=1$ and below the chord joining $s=0$ to $s=1$.

Two limits are instructive. In a shallow trench, $g\to1/2$ on the whole wall and the exchange between walls is of order $a$. Then (2) gives

$$P\approx1-a+\frac{1-s}{2}a=1-\frac{1+s}{2}a.$$

To this order, half of the re-emitted atoms leave and half return to the floor.

At $s=0$, (3) says that the constant function 1 satisfies $1=g+Jg+K1$. Hence $M(g+Jg)=1$, or $\varphi(z)+\varphi(H-z)=1$. The walls keep nothing, yet $P<1$ because the floor captures the returning atoms. If neither surface kept atoms, every atom would eventually leave this finite-depth trench.

## (e) What survives of the bounces in a deep trench?

**Solution.** Fix $s>0$ and let $a\to\infty$. Far from both ends $\varphi$ varies slowly and $\int K\,dz'\approx1$, so (1) becomes $\varphi\approx g+(1-s)\varphi$. Hence $\varphi\approx g/s\approx w^2/(4sz^2)$. Long flights from the coated foot add a term of order $w^3/z^3$, which is smaller. The integral $F=\int\varphi\,dz$ thus has a finite limit.

The integral in (2) has two leading contributions.

1. Near the floor, $g(H-z)\approx w^2/(4H^2)$, so atoms re-emitted near the foot contribute $w^2F/(4H^2)$.
2. Near the mouth, the source $g$ is nearly the constant $w^2/(4H^2)$. The contribution is $(w^2/4H^2)\langle Jg,M1\rangle=(w^2/4H^2)\langle J\varphi,1\rangle$, again $w^2F/(4H^2)$.

In the middle both factors are of order $w^2/H^2$ over a length $H$. That contribution is smaller by a factor of order $w/H$, up to a logarithm from the joins to the end regions. To leading order,

$$P-P_1\approx\frac{2(1-s)}w\,\frac{w^2F}{2H^2}=\frac{(1-s)wF}{H^2}.$$

As $P\to0$, the atom balance gives $2sF/w=1-B$, so $F=w(1-B)/(2s)$ and

$$P-P_1\approx\frac{(1-s)(1-B)}{2s\,a^2}. \tag{5}$$

Relative to $P_1\approx1/(2a)$, the gain is $(1-s)(1-B)/(sa)$. Once $a\gg(1-s)/s$, escape is nearly line-of-sight, even though the walls re-emit atoms. Equation (5) diverges as $s\to0$ at fixed depth, so it cannot be used there.

For $s=0.5$, solving (1) numerically gives scattered escapes $P-P_1$ of $5.72\times10^{-3}$, $3.00\times10^{-4}$ and $1.73\times10^{-5}$ at $a=10$, 40 and 160. Equation (5), with $B$ computed at each depth, gives $4.26\times10^{-3}$, $2.66\times10^{-4}$ and $1.66\times10^{-5}$. The numerical values exceed the estimate by 34%, 13% and 4% of the estimate, so the law is approached slowly.

## (f) How large are deposit and escape in a 50 nm trench?

Take $w=50$ nm, $H=150$ nm, $s=0.9$ and a gross floor removal speed $v_0=0.50$ nm/s for 20 s. Assume that the deposit has the same atomic density as the floor material.

**Solution.** Here $a=3$. The wall fluxes, relative to $\Gamma_0$, are:

| $z$ (nm) | direct $g$ | total $\varphi$ |
|---:|---:|---:|
| 0 | 0.500 | 0.513 |
| 50 | 0.146 | 0.161 |
| 100 | 0.053 | 0.060 |
| 150 | 0.026 | 0.029 |

The foot receives about 18 times the flux at the top. With equal densities, fluxes convert directly into speeds, and the deposit at the foot grows at

$$s\varphi(0)v_0=0.9\times0.5131\times0.50=0.231\ \text{nm/s}=2.31\ \text{angstrom/s}.$$

At fixed geometry this makes 4.6 nm in 20 s. The walls keep $S=0.809$ of all emitted atoms, so their mean deposit is

$$\frac{Sw}{2H}v_0t=\frac{0.809\times50}{300}\times0.50\times20=1.35\ \text{nm}.$$

Line-of-sight escape is $\sqrt{10}-3=0.1623$. Bounces raise it to 0.1683, a relative gain of 3.7%. The balance is $0.1683+0.8093+0.0224=1.0000$.

At this point (4) gives $dP/ds=-0.066$: lowering $s$ by 0.01 raises $P$ by about 0.0007. Larger changes need the full solution:

| $a$ | $s=1$ | $s=0.9$ | $s=0.5$ | $s=0.1$ | $s=0$ |
|---:|---:|---:|---:|---:|---:|
| 1 | 0.414 | 0.430 | 0.512 | 0.640 | 0.684 |
| 3 | 0.162 | 0.168 | 0.211 | 0.358 | 0.457 |
| 10 | 0.050 | 0.051 | 0.056 | 0.099 | 0.241 |

At $a=3$, going from $s=0.9$ to 0.5 raises escape by 26%, while going on to 0.1 brings it to 2.1 times its value at 0.9. At $a=10$, halving the sticking from 1 to 0.5 adds little, as part (e) leads one to expect. The large gain comes when $s$ falls to 0.1, where $(1-s)/s=9$ is comparable with $a$. Equation (5) marks this scale but underestimates the gain there.

An independent test followed 200,000 atoms per case in three dimensions, drawing directions from the cosine law without using $g$ or $K$. At $a=3$ it gave escapes of 0.1621, 0.2108 and 0.4570 for $s=1$, 0.5 and 0. Equations (1) and (2) give 0.1623, 0.2114 and 0.4572. The differences lie within the binomial standard error of about 0.001.

## (g) Which neglected effects matter for these numbers?

**Solution.** Change one assumption at a time, holding the other settings of part (f) fixed. The reference escape is 0.168, and the statistical error of the first five values below is 0.0006.

- **Emission shape.** If the floor emits as $\cos^2\theta$, escape is 0.211; if it emits as $\cos^{1/2}\theta$, it is 0.142. These are changes of $+25\%$ and $-16\%$. The more forward-directed emission sends more atoms towards the mouth.
- **Specular re-emission.** If all atoms that do not stick reflect like light from a mirror, escape is 0.192. Reflection from a vertical wall preserves upward motion, so these atoms cannot return to the floor.
- **Finite length.** Closing the trench with end walls 500 nm apart lowers escape to 0.138, by 18%, because the ends intercept atoms that would otherwise have flown past them, some of which would have escaped.
- **Floor sticking.** Lowering it from 1 to 0.9 leaves 0.168, with no change resolved, since only 2.2% of the atoms return to the floor.

Uneven floor emission can change direct escape only slightly, by less than 3%. Direct escape is 0.164 from the centre and 0.158 from an edge, and every other floor point lies between these values.

The geometry also changes during the process. The floor recedes by $(1-B)v_0t=9.8$ nm. Recomputing with this greater depth and with both walls thickened by their mean deposit gives an escape of 0.150, which is 11% lower. The real deposit is not uniform. It is thickest at the foot, where the fixed-geometry deposits of part (f) on the two walls add up to about 9 nm, and thin at the mouth. The trench therefore opens upwards, so an atom leaving the remaining flat floor loses less than 11% of its chance of escape. That floor is narrower by about 9 nm in 50, however, and the ions that now land on the sloped deposit release atoms that mostly face the opposite wall. The escape counted over all sputtered atoms can therefore fall by more than 11%; the uniform estimate is not a bound on it.

Gas collisions are negligible here. At 5 mTorr and 300 K, an assumed collision cross-section of 0.5 nm² gives a mean free path of $1.2\times10^7$ nm, and the depth is $1.2\times10^{-5}$ of that.

Ions can remove part of the deposit. Let their vertical energy be $E=300$ eV and their transverse temperature, in energy units, be $T=0.05$ eV. The mean kinetic energy in one transverse direction is $T/2$, so the slope of an ion path has standard deviation $\sigma=\sqrt{T/(2E)}=0.0091$. The mean sideways shift over the depth is $H\sigma\sqrt{2/\pi}$. For ions entering uniformly, with shifts small compared with $w$, the fraction striking the walls is

$$a\sigma\sqrt{2/\pi}=3\times0.0091\times0.80=0.022.$$

The ions that reach a wall come from the uniform flux at the mouth, so they strike it at the same rate per area at every height, $\sigma/\sqrt{2\pi}=0.00364$ of the incoming flux. With equal sputter yields on wall and floor, and ignoring the few ions that the floor loses to the walls, wall erosion would be $0.022/0.809=2.7\%$ of deposition on average. At the top, where the deposit is thinnest, the walls keep a flux $s\varphi(H)=0.9\times0.0286=0.0257$ relative to $\Gamma_0$, and the ratio is $0.00364/0.0257=14\%$. Both ratios grow in proportion to $\sigma$ while the shifts stay small, so an angular spread of $1^\circ$ ($\sigma=0.017$) would nearly double them. Yields at grazing incidence can also differ strongly from the floor yield. All of this assumes vertical walls. The deposit tapers: since $g'(0)=-1/(2w)$, its slope at the foot after 20 s is about $s v_0t/(2w)=0.09$, some 25 times $0.00364$. Seen from above, the two sloped deposits, 4.6 nm at the foot and $0.0257\times10=0.26$ nm at the top, cover $2(4.6-0.26)/50=17\%$ of the width, so even perfectly vertical ions soon strike the lower walls far more often than the 2.2% found above. These figures therefore illustrate the assumed beam on vertical walls and do not predict a rate.

The chosen values are rough ones for argon sputter etching of nonvolatile metal layers, as in magnetic memory cells, where redeposited metal can bridge a thin tunnel barrier and short it. No particular metal is represented, and an aspect ratio of 3 is on the deep side for such cells. Real cells are often separate pillars, so the gaps are open in two lateral directions and the long-trench assumption fails. Tilted ion beams, used to clean sidewalls, also break the assumption of near-vertical ions. Neither effect is sized here. Among the effects that were sized, emission shape and trench length each move the escape by roughly a fifth, far more than the 3.7% supplied by wall bounces at $s=0.9$. If escape is the quantity sought and sticking is this high, the emission law and the geometry therefore deserve attention before a finer value of $s$. The deposit at the foot, $s\varphi(0)v_0$, depends on $s$ more directly, but it is also sensitive to the emission law: for $\cos^2\theta$ emission the direct flux at the foot is $\Gamma_0/\pi$ instead of $\Gamma_0/2$. The numerical output lists the values used here.

## Calculated quantities

```
Width, depth: 50, 150 nm
Aspect ratio, wall sticking: 3.0, 0.9 (no unit)
Gross floor removal: 0.50 nm/s
Process time: 20 s
Wall flux / floor emission (no unit): direct, total
  z = 0 nm: 0.5000, 0.5131
  z = 25 nm: 0.2764, 0.2925
  z = 50 nm: 0.1464, 0.1605
  z = 100 nm: 0.0528, 0.0601
  z = 150 nm: 0.0257, 0.0286
Foot deposition speed: 0.2309 nm/s
Same speed: 2.309 angstrom/s
Foot deposit at fixed geometry: 4.62 nm
Mean wall deposit: 1.35 nm
Line-of-sight escape: 0.16228 (probability)
Escape after wall bounces: 0.16830 (probability)
Captured by walls: 0.80926 (probability)
Returned to floor: 0.02244 (probability)
dP/ds at example: -0.06633 (no unit)
dP/ds at s=1: -0.05469 (no unit)
Escape probability at s = 1, 0.9, 0.5, 0.1, 0
  a=1: 0.4142, 0.4300, 0.5115, 0.6401, 0.6844
  a=3: 0.1623, 0.1683, 0.2114, 0.3581, 0.4572
  a=10: 0.0499, 0.0505, 0.0556, 0.0991, 0.2406
Monte Carlo escape, a=3 (probability):
  s=1.0: 0.1621
  s=0.5: 0.2108
  s=0.0: 0.4570
Deep trench, s=0.5: scattered escape, estimate (probability)
  a=10: 5.716e-03, 4.260e-03
  a=40: 3.000e-04, 2.662e-04
  a=160: 1.732e-05, 1.664e-05
Escape with one assumption changed (probability):
  floor emission cosine power 2: 0.2109
  floor emission cosine power 0.5: 0.1418
  fully specular wall re-emission: 0.1921
  floor sticking 0.9: 0.1683
  trench length 500 nm: 0.1379
  statistical error of these values: 0.0006
Direct escape, floor centre/edge: 0.1644, 0.1581 (probability)
Floor recession during process: 9.78 nm
Escape for final mean geometry: 0.1499 (probability)
Gas: 5.0 mTorr, 300 K
Assumed collision cross-section: 0.5 nm2
Gas mean free path: 1.24e+07 nm
Depth / mean free path: 1.2e-05 (no unit)
Ion vertical, transverse energy: 300, 0.05 eV
Ions striking walls: 0.0219 (fraction)
Wall erosion/deposition, equal yields: mean 0.027, top 0.141 (no unit)
```
